# Local Scaling Conditions on GGA Correlation, Tested for PBE and LYP: a program that tests the result

```python
"""
Result under test: for a closed-shell GGA, E_c[n] = -A int n^(4/3) F_c(rs,s),
the scaling inequality E_c[n_g] >= g E_c[n] (g > 1, n_g(r) = g^3 n(g r)) holds
for all densities if and only if dF_c/drs >= 0 for all rs and s.
PBE obeys this local condition; LYP violates it above a critical s.
rs: Wigner-Seitz radius, s: reduced gradient, A: exchange constant,
T_c: kinetic part of correlation, lam: coupling constant.
Atomic units inside; printed energies in eV and lengths in angstrom.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from pyscf.dft import libxc

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
A = 0.75 * (3 / np.pi) ** (1 / 3)
GRAD = 2 * (3 * np.pi**2) ** (1 / 3)


def density(rs):
    return 3 / (4 * np.pi * rs**3)


def radius(n):
    return (3 / (4 * np.pi * n)) ** (1 / 3)


def eps_libxc(name, n, grad):
    """Correlation energy per electron from the library."""
    n, grad = np.broadcast_arrays(n, grad)
    rho = np.zeros((4, n.size))
    rho[0], rho[1] = n.ravel(), grad.ravel()
    out = libxc.eval_xc("," + name, rho, spin=0, deriv=1)[0]
    return np.asarray(out).reshape(n.shape)


# Enhancement factors in closed form
x, s = sp.symbols("x s", nonnegative=True)   # x is rs
gam = (1 - np.log(2)) / np.pi**2
beta = 0.06672455060314922
a0 = 0.0310907
series = (7.5957 * sp.sqrt(x) + 3.5876 * x + 1.6382 * x**sp.Rational(3, 2)
          + 0.49294 * x**2)
eps_u = -2 * a0 * (1 + 0.21370 * x) * sp.log(1 + 1 / (2 * a0 * series))
W = sp.exp(-eps_u / gam)
kf_rs = (9 * np.pi / 4) ** (1 / 3)
y = beta / gam / (W - 1) * s**2 * np.pi * kf_rs / (4 * x)
q = 1 / (1 + y + y**2)
eps_pbe = gam * sp.log(1 - q * (1 - 1 / W))
F_pbe = -eps_pbe * x / (3 * kf_rs / (4 * np.pi))

la, lb, lc, ld = 0.04918, 0.132, 0.2533, 0.349
CF = 0.3 * (3 * np.pi**2) ** (2 / 3)
tau = x * (4 * np.pi / 3) ** (1 / 3)         # n^(-1/3)
delta = lc * tau + ld * tau / (1 + ld * tau)
F_lyp = la * tau / (A * (1 + ld * tau)) * (
    1 + lb * CF * sp.exp(-lc * tau) * (1 - 5 * (3 + 7 * delta) * s**2 / 27))

F, D1, CURV = {}, {}, {}
for name, expr in (("PBE", F_pbe), ("LYP", F_lyp)):
    first = sp.diff(expr, x)
    second = sp.diff(first, x)
    F[name] = sp.lambdify((x, s), expr, "numpy", cse=True)
    D1[name] = sp.lambdify((x, s), first, "numpy", cse=True)
    CURV[name] = sp.lambdify((x, s), 2 * first + x * second, "numpy", cse=True)

# Coupling-constant argument on an exactly solved half-filled dimer
hop, U = 1.0, 4.0
hopping = -np.sqrt(2) * hop * np.array([[0, 0, 1], [0, 0, 1], [1, 1, 0.0]])
repulsion = np.diag([U, U, 0.0])
lams = np.linspace(0, 1, 41)
val0, vec0 = np.linalg.eigh(hopping)
v0 = vec0[:, 0]
dimer = np.array([np.linalg.eigvalsh(hopping + lam * repulsion)[0] - val0[0]
                  - lam * v0 @ repulsion @ v0 for lam in lams])
assert np.all(dimer >= lams * dimer[-1] - 1e-12)
assert np.all(np.diff(dimer, 2) < 0)
print(f"Dimer hopping {hop:.1f} eV, U {U:.1f} eV: E_c(lam=0.5) = "
      f"{dimer[20]:.4f} eV, E_c(lam=1) = {dimer[-1]:.4f} eV")

# Maps over rs and s
rs_ang = np.geomspace(0.005, 50, 241)
rs_grid = (rs_ang / BOHR)[None, :]
s_grid = np.linspace(0, 5, 101)[:, None]
n_grid = density(rs_grid)
print(f"Map: rs {rs_ang[0]:.3f} to {rs_ang[-1]:.0f} angstrom, "
      f"s 0 to {s_grid[-1, 0]:.0f} in steps of {s_grid[1, 0]:.2f}")
lowest = {}
for name in ("PBE", "LYP"):
    f_lib = eps_libxc(name, n_grid, s_grid * GRAD * n_grid ** (4 / 3))
    f_lib = f_lib / (-A * n_grid ** (1 / 3))
    f_map = F[name](rs_grid, s_grid)
    d_map = D1[name](rs_grid, s_grid)
    c_map = CURV[name](rs_grid, s_grid)
    assert np.max(np.abs(f_map - f_lib) / (1 + np.abs(f_lib))) < 1e-6
    steps = np.diff(f_lib, axis=1)
    if name == "PBE":
        assert f_lib.min() > 0 and d_map.min() > 0 and steps.min() > 0
    else:
        falling = (d_map[:, :-1] < 0) & (d_map[:, 1:] < 0)
        rising = (d_map[:, :-1] > 1e-3) & (d_map[:, 1:] > 1e-3)
        assert falling.any() and np.all(steps[falling] < 0)
        assert np.all(steps[rising] > 0)
    for label, values in (("F_c", f_map), ("slope", d_map),
                          ("curvature", c_map)):
        bad = values < -1e-10
        text = f"{name} {label} condition: "
        if bad.any():
            row = np.where(bad.any(axis=1))[0][0]
            where = rs_ang[bad[row]]
            lowest[name, label] = s_grid[row, 0]
            text += (f"violated from s = {s_grid[row, 0]:.2f}, there at rs "
                     f"{where.min():.3f} to {where.max():.3f} angstrom")
        else:
            text += "no violation on the map"
        print(text)

# The two uniform-gas properties and the function used in the PBE proof
W_num = sp.lambdify(x, x * (W - 1), "numpy")(rs_grid[0])
gas = sp.lambdify(x, -x * eps_u, "numpy")(rs_grid[0])
z = np.linspace(0.001, 0.999, 999)
assert np.all(np.diff(W_num) > 0) and np.all(np.diff(gas) > 0)
assert np.all(np.diff(-(1 - z) * np.log(1 - z) / z) < 0)
print(f"PBE input rs(W-1) rises from {W_num[0]:.3f} to {W_num[-1]:.3f} "
      "(rs in bohr)")


# Critical reduced gradient of LYP: F_c is linear in s^2
def q_slope(rs):
    return D1["LYP"](rs, 0.0) - D1["LYP"](rs, 1.0)


def s_critical(rs):
    return np.sqrt(D1["LYP"](rs, 0.0) / q_slope(rs))


rs_end = brentq(q_slope, 1.0, 5.0)
best = minimize_scalar(s_critical, bounds=(0.05, 0.95 * rs_end),
                       method="bounded", options={"xatol": 1e-8})
assert best.fun <= lowest["LYP", "slope"] < best.fun + 0.06
for r_ang in (0.05, 0.25, 0.5, 0.75, 1.0):
    print(f"LYP critical s at rs = {r_ang:.2f} angstrom: "
          f"{s_critical(r_ang / BOHR):.3f}")
print(f"LYP smallest critical s = {best.fun:.4f} at rs = "
      f"{best.x * BOHR:.4f} angstrom ({best.x:.4f} bohr)")
print(f"LYP slope violation ends at rs = {rs_end * BOHR:.4f} angstrom "
      f"({rs_end:.4f} bohr)")


def energy(name, scale, weight, n, grad):
    """E_c of the uniformly scaled density, by quadrature."""
    return np.sum(weight * n * eps_libxc(name, scale**3 * n, scale**4 * grad))


# Exponential two-electron densities: local integrals against scaling
nodes, wts = np.polynomial.legendre.leggauss(600)
for length in (0.3, 0.1):
    zeta = BOHR / length
    r = 6.5 * (nodes + 1) / zeta
    weight = 4 * np.pi * r**2 * 6.5 * wts / zeta
    n = 2 * zeta**3 / np.pi * np.exp(-2 * zeta * r)
    grad = 2 * zeta * n
    assert abs(np.sum(weight * n) - 2) < 1e-7
    rs, red = radius(n), grad / (GRAD * n ** (4 / 3))
    print(f"Exponential density, decay length {length:.1f} angstrom, "
          f"s at centre {zeta / (6 * np.pi * zeta**3) ** (1 / 3):.3f}")
    for name in ("PBE", "LYP"):
        ec = energy(name, 1.0, weight, n, grad)
        h = 1e-3
        tc_scaling = (energy(name, 1 + h, weight, n, grad)
                      - energy(name, 1 - h, weight, n, grad)) / (2 * h) - ec
        tc_parts = A * weight * n ** (4 / 3) * rs * D1[name](rs, red)
        tc = tc_parts.sum()
        assert abs(tc - tc_scaling) < 1e-5 * abs(ec)
        h = 1e-2
        coupled = [lam**2 * energy(name, 1 / lam, weight, n, grad)
                   for lam in (1 - h, 1.0, 1 + h)]
        bend_scaling = (coupled[0] - 2 * coupled[1] + coupled[2]) / h**2
        bend = -A * np.sum(weight * n ** (4 / 3) * rs * CURV[name](rs, red))
        assert abs(bend - bend_scaling) < 1e-3 * abs(ec)
        negative = tc_parts[tc_parts < 0].sum()
        print(f"  {name}: E_c {ec * HARTREE:.4f}, T_c {tc * HARTREE:.4f}, "
              f"negative part of T_c {negative * HARTREE:.4f}, "
              f"d2E_c/dlam2 {bend * HARTREE:.4f} eV")
        if name == "PBE":
            assert negative > -1e-12
        elif length == 0.1:
            zone = r[tc_parts < 0] * BOHR
            assert zone.size > 0
            print(f"  LYP T_c density negative between r = {zone.min():.3f} "
                  f"and {zone.max():.3f} angstrom")

# Finite zigzag density: a local violation made global
rs0, s0, amp, pieces = 0.5 / BOHR, 2.5, 0.05, 400
n0 = density(rs0)
slope = s0 * GRAD * n0 ** (4 / 3)
width = 2 * amp * n0 / slope
edge = pieces * width
gx, gw = np.polynomial.legendre.leggauss(6)
u = (gx + 1) / 2
index = np.arange(pieces)[:, None]
r_in = width * (index + u)
n_in = n0 * np.where(index % 2 == 0, 1 - amp + 2 * amp * u,
                     1 + amp - 2 * amp * u)
w_in = 4 * np.pi * r_in**2 * width * gw / 2
core = np.sum(w_in * n_in)
n_edge = n0 * (1 - amp)


def tail(kappa):
    return 4 * np.pi * n_edge * (edge**2 / kappa + 2 * edge / kappa**2
                                 + 2 / kappa**3)


kappa0 = slope / n0
electrons = 2 * np.ceil((core + tail(kappa0)) / 2)
kappa = brentq(lambda k: core + tail(k) - electrons, kappa0 / 3, kappa0)
dist = 12 * (nodes + 1) / kappa
n_out = n_edge * np.exp(-kappa * dist)
w_out = 4 * np.pi * (edge + dist) ** 2 * 12 * wts / kappa
n = np.concatenate([n_in.ravel(), n_out])
weight = np.concatenate([w_in.ravel(), w_out])
grad = np.concatenate([np.full(n_in.size, slope), kappa * n_out])
assert abs(np.sum(weight * n) - electrons) < 1e-6
t_w = np.sum(weight * grad**2 / (8 * n))
print(f"Zigzag density: {electrons:.0f} electrons, rs {rs0 * BOHR:.2f} "
      f"angstrom, s {s0:.1f}, amplitude {100 * amp:.0f} percent")
print(f"  zigzag radius {edge * BOHR:.4f}, period {2 * width * BOHR:.5f}, "
      f"tail decay length {BOHR / kappa:.4f} angstrom")
print(f"  share of electrons in tail {tail(kappa) / electrons:.4f}, "
      f"Weizsaecker energy {t_w * HARTREE:.1f} eV")
for name in ("PBE", "LYP"):
    e1 = energy(name, 1.0, weight, n, grad)
    e2 = energy(name, 2.0, weight, n, grad)
    if name == "PBE":
        assert e2 > 2 * e1
    else:
        assert e2 < 2 * e1
    local = -A * n0 ** (1 / 3) * F[name](rs0, s0)
    print(f"  {name}: E_c[n_2] {e2 * HARTREE:.3f} eV, "
          f"2 E_c[n] {2 * e1 * HARTREE:.3f} eV")
    print(f"  {name}: F_c(rs) {F[name](rs0, s0):.4f}, "
          f"F_c(rs/2) {F[name](rs0 / 2, s0):.4f}; E_c per electron "
          f"{e1 / electrons * HARTREE:.4f} eV, local {local * HARTREE:.4f} eV")

print("PASS")
```

It prints:

```
Dimer hopping 1.0 eV, U 4.0 eV: E_c(lam=0.5) = -0.2361 eV, E_c(lam=1) = -0.8284 eV
Map: rs 0.005 to 50 angstrom, s 0 to 5 in steps of 0.05
PBE F_c condition: no violation on the map
PBE slope condition: no violation on the map
PBE curvature condition: no violation on the map
LYP F_c condition: violated from s = 1.75, there at rs 0.706 to 1.119 angstrom
LYP slope condition: violated from s = 1.55, there at rs 0.429 to 0.654 angstrom
LYP curvature condition: violated from s = 0.60, there at rs 7.626 to 9.976 angstrom
PBE input rs(W-1) rises from 4.530 to 10.749 (rs in bohr)
LYP critical s at rs = 0.05 angstrom: 2.204
LYP critical s at rs = 0.25 angstrom: 1.679
LYP critical s at rs = 0.50 angstrom: 1.530
LYP critical s at rs = 0.75 angstrom: 1.589
LYP critical s at rs = 1.00 angstrom: 1.901
LYP smallest critical s = 1.5275 at rs = 0.5440 angstrom (1.0279 bohr)
LYP slope violation ends at rs = 1.3412 angstrom (2.5345 bohr)
Exponential density, decay length 0.3 angstrom, s at centre 0.376
  PBE: E_c -1.2263, T_c 1.0934, negative part of T_c 0.0000, d2E_c/dlam2 -1.9300 eV
  LYP: E_c -1.2048, T_c 0.9696, negative part of T_c 0.0000, d2E_c/dlam2 -1.4990 eV
Exponential density, decay length 0.1 angstrom, s at centre 0.376
  PBE: E_c -1.3104, T_c 1.2777, negative part of T_c 0.0000, d2E_c/dlam2 -2.4658 eV
  LYP: E_c -1.3480, T_c 1.3048, negative part of T_c -0.3258, d2E_c/dlam2 -2.4522 eV
  LYP T_c density negative between r = 0.219 and 0.435 angstrom
Zigzag density: 78 electrons, rs 0.50 angstrom, s 2.5, amplitude 5 percent
  zigzag radius 2.0842, period 0.01042, tail decay length 0.0534 angstrom
  share of electrons in tail 0.0714, Weizsaecker energy 27291.8 eV
  PBE: E_c[n_2] -3.162 eV, 2 E_c[n] -6.790 eV
  PBE: F_c(rs) 0.0034, F_c(rs/2) 0.0016; E_c per electron -0.0435 eV, local -0.0448 eV
  LYP: E_c[n_2] 84.373 eV, 2 E_c[n] 182.155 eV
  LYP: F_c(rs) -0.0773, F_c(rs/2) -0.0318; E_c per electron 1.1677 eV, local 1.0198 eV
PASS
```
